\section*{Secondary Dirac crossings of graphene in a weak triangular moire}

\section{The problem}

Graphene lies on a crystal that gives its electrons a weak potential with the periodicity of a triangular moire pattern. The moire period is $L=14$ nm, much longer than the distance between carbon atoms, so the potential does not scatter electrons between the two valleys. One valley can be treated alone, with the Hamiltonian
\begin{equation}
H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k+V(\mathbf r),\qquad
V(\mathbf r)=V\sum_{j=1}^{6}e^{i\mathbf G_j\cdot\mathbf r}.
\label{H}
\end{equation}
Here $\mathbf k=-i\nabla$ is measured from the valley centre and $v=10^6$ m/s. The Pauli matrices $\boldsymbol\sigma=(\sigma_x,\sigma_y)$ act on the two sublattice amplitudes (the pseudospin), and $\mathbf G_j$ are the six shortest moire reciprocal vectors. The coefficient $V$ is real and equals 10 meV. The potential is scalar: it acts equally on both sublattices. Its average is zero. Energies are counted from the primary Dirac point, where the electron and hole cones touch.

\begin{enumerate}
\item Find the length $G$ of the shortest moire reciprocal vectors.
\item What is the lowest energy on the electron cone at which two states of equal energy have wave vectors that differ by a moire reciprocal vector? Give the value in meV.
\item Does the potential open a gap at that point?
\item Find the dispersion close to the point, and the velocities along and across $\mathbf G$.
\item How far does the potential move the energy found in question 2, to second order in $V$?
\item What carrier density belongs to this energy, and does the density of states vanish there?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Start from $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, with two moire lattice vectors of length $L$ at 60 degrees.
\item Scattering changes $\mathbf k$ by a reciprocal vector. On a circular cone, equal energy means equal $|\mathbf k|$.
\item Write the two-component amplitude for each of the two waves and take their overlap. For a result beyond first order, study the operation $\Theta=i\sigma_yK$, where $K$ is complex conjugation.
\item Keep the two nearly degenerate waves and diagonalize a $2\times2$ matrix.
\item Six plane waves are reached in one scattering event. One of them contains the degenerate partner, which must be left out of the sum.
\item Compare the area of a circle in $\mathbf k$ space with the area of the moire Brillouin zone.
\end{enumerate}

\section{Solution}

\subsection*{1. The reciprocal vectors}

Take $\mathbf a_1=L(1,0)$ and $\mathbf a_2=L(\tfrac12,\tfrac{\sqrt3}{2})$. The defining conditions are met by
\begin{equation}
\mathbf b_1=\frac{2\pi}{L}\Big(1,-\frac1{\sqrt3}\Big),\qquad
\mathbf b_2=\frac{2\pi}{L}\Big(0,\frac2{\sqrt3}\Big).
\end{equation}
Both have the length
\begin{equation}
G=\frac{2\pi}{L}\sqrt{\frac43}=\frac{4\pi}{\sqrt3\,L},
\end{equation}
and $\mathbf b_1\cdot\mathbf b_2=-\tfrac23(2\pi/L)^2=-\tfrac12G^2$. A general reciprocal vector therefore obeys
\begin{equation}
|m\mathbf b_1+n\mathbf b_2|^2=G^2(m^2+n^2-mn).
\label{norm}
\end{equation}
The bracket equals $(m-n/2)^2+3n^2/4$. It is a positive integer unless $m=n=0$, so $G$ is the shortest length. The value 1 is reached by the six vectors $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_1+\mathbf b_2)$, which lie 60 degrees apart. For $L=14$ nm,
\begin{equation}
G=\frac{4\pi}{1.732\times14\ \mathrm{nm}}=0.518\ \mathrm{nm}^{-1}.
\end{equation}

\subsection*{2. The energy of the crossing}

Without the potential the electron energy is $\hbar v|\mathbf k|$. A wave at $\mathbf k$ and its partner at $\mathbf k-\mathbf G$ have equal energy if
\begin{equation}
k^2=|\mathbf k-\mathbf G|^2=k^2-2\mathbf k\cdot\mathbf G+G^2
\quad\Longrightarrow\quad \mathbf k\cdot\mathbf G=\tfrac12G^2 .
\end{equation}
The component of $\mathbf k$ along $\mathbf G$ must be $G/2$, which defines a straight line that contains an edge of the moire Brillouin zone. Its point nearest the origin, and so lowest in energy, is the edge midpoint $\mathbf k=\mathbf G/2$, called $M$. A longer reciprocal vector would need a larger $|\mathbf k|$. Hence
\begin{equation}
E_M=\frac{\hbar vG}{2}=\frac{2\pi\hbar v}{\sqrt3\,L}.
\label{EM}
\end{equation}
With $\hbar v=658.2$ meV nm and $G/2=0.2591$ nm$^{-1}$,
\begin{equation}
E_M=658.2\times0.2591\ \mathrm{meV}\approx171\ \mathrm{meV}=0.17\ \mathrm{eV}.
\end{equation}
Carrying unrounded inputs gives 170.6 meV, the value used below. The hole cone has the same crossing at $-E_M$.

This is the Bragg condition; whether the potential actually reflects the wave is the subject of question 3. The electron wavelength at $M$ is $2\pi/(G/2)=\sqrt3L=24.2$ nm, twice the 12.1 nm spacing $2\pi/G$ between rows of the moire. Since $E_M\propto1/L$, a longer moire brings the crossing closer to the primary Dirac point.

\subsection*{3. No gap at $M$}

Let $\theta$ be the direction angle of $\mathbf k$. The electron state has the amplitude
\begin{equation}
u(\theta)=\frac1{\sqrt2}\begin{pmatrix}1\\e^{i\theta}\end{pmatrix},\qquad
\boldsymbol\sigma\cdot\mathbf k\,u=k\begin{pmatrix}0&e^{-i\theta}\\e^{i\theta}&0\end{pmatrix}u=k\,u .
\end{equation}
A scalar potential leaves the pseudospin alone, so its matrix element between two electron waves is $V$ times
\begin{equation}
u^\dagger(\theta')u(\theta)=\tfrac12\big[1+e^{i(\theta-\theta')}\big].
\label{overlap}
\end{equation}
The waves at $\mathbf G/2$ and $-\mathbf G/2$ have $\theta=0$ and $\theta'=\pi$ if $x$ is taken along $\mathbf G$. The overlap is $(1-1)/2=0$: their pseudospins are opposite, and the moire cannot reflect one into the other in first order.

The degeneracy survives beyond first order. Conjugation reverses $\mathbf k=-i\nabla$, and since $\sigma_x$ is real and $\sigma_y$ imaginary,
\begin{equation}
\Theta\sigma_x\Theta^{-1}=\sigma_y\sigma_x\sigma_y=-\sigma_x,\qquad
\Theta\sigma_y\Theta^{-1}=\sigma_y(-\sigma_y)\sigma_y=-\sigma_y .
\end{equation}
The two sign changes cancel in $\boldsymbol\sigma\cdot\mathbf k$, and $V(\mathbf r)$ is real, so $\Theta$ commutes with $H$. It turns a Bloch state at $\mathbf k$ into one at $-\mathbf k$ with the same energy. At $M$ these are the same Bloch wave vector, because $-\mathbf G/2=\mathbf G/2-\mathbf G$. The two states are also different: for $\psi=(a,b)^T$ one has $\Theta\psi=(b^*,-a^*)^T$, and
\begin{equation}
\psi^\dagger\Theta\psi=a^*b^*-b^*a^*=0
\end{equation}
at each position. Every level at $M$ is therefore at least twofold degenerate for any real scalar moire potential in this one-valley model. The same argument at $\mathbf k=0$ protects the primary Dirac point. The operation $\Theta$ acts within one valley; it is not the physical time reversal, which exchanges the valleys.

\subsection*{4. The dispersion near $M$}

Put $\mathbf k=\mathbf G/2+\mathbf q$, with components $q_\parallel$ along $\mathbf G$ and $q_\perp$ across it, both much smaller than $G$. The energies of the two waves are
\begin{equation}
\hbar v\sqrt{(G/2\pm q_\parallel)^2+q_\perp^2}\approx
E_M\pm\hbar vq_\parallel+\frac{\hbar vq_\perp^2}{G},
\end{equation}
from $\sqrt{A^2+q^2}\approx A+q^2/(2A)$ with $A\approx G/2$. The upper sign belongs to $\mathbf k$ and the lower to $\mathbf k-\mathbf G$. Their angles are $\delta$ and $\pi-\delta$, where $\delta\approx2q_\perp/G$. By (\ref{overlap}) the overlap is
\begin{equation}
\tfrac12\big[1+e^{i(2\delta-\pi)}\big]=\tfrac12\big[1-e^{2i\delta}\big]
=-ie^{i\delta}\sin\delta ,
\label{sin}
\end{equation}
of size $2|q_\perp|/G$. A $2\times2$ matrix with diagonal entries $\bar E\pm d$ and off-diagonal entry $w$ has eigenvalues $\bar E\pm\sqrt{d^2+|w|^2}$. To leading order in $V$, therefore,
\begin{equation}
E=E_M+\frac{\hbar vq_\perp^2}{G}\pm
\sqrt{(\hbar vq_\parallel)^2+\Big(\frac{2Vq_\perp}{G}\Big)^2}.
\label{disp}
\end{equation}
For small $\mathbf q$ this is a Dirac cone with elliptical cross-section. To this order the velocity along $\mathbf G$ is $v$ (diagonalization at $V=10$ meV gives $0.989\,v$). Across it,
\begin{equation}
v_\perp=\frac{2|V|}{\hbar G}=v\,\frac{|V|}{E_M}=0.059\,v ,
\end{equation}
where $G=2E_M/(\hbar v)$ was used. The potential creates the velocity across $\mathbf G$: as $V\to0$ it vanishes, and what remains is the unperturbed cone drawn in a folded zone, with no physical feature at $M$.

For numbers beyond leading order, $H$ was written as a matrix in plane waves $\mathbf k+\mathbf G'$, with $\mathbf G'$ running over moire reciprocal vectors and all lengths below $4.2\,G$, and diagonalized. The slopes at $M$ for $V=10$ meV give $v_\perp=0.061\,v$ for electrons and $0.055\,v$ for holes. The two differ because, beyond leading order, the speed depends on the sign of $V$, and this sign is reversed between electrons and holes, as the relation
\begin{equation}
\sigma_zH(V)\sigma_z=-\hbar v\,\boldsymbol\sigma\cdot\mathbf k+V(\mathbf r)=-H(-V)
\label{eh}
\end{equation}
shows: hole energies at $V$ are minus the electron energies at $-V$.

\subsection*{5. The second-order shift}

Start from the wave $u(0)$ at $\mathbf G/2$. One scattering event leads to $\mathbf p=\mathbf G/2+\mathbf G_j$ with amplitude $V$. Summing over both pseudospin states at $\mathbf p$ gives the contribution
\begin{equation}
V^2u^\dagger\frac1{E_M-\hbar v\,\boldsymbol\sigma\cdot\mathbf p}u
=V^2\frac{E_M+\hbar vp_x}{E_M^2-\hbar^2v^2p^2}.
\end{equation}
Here numerator and denominator were multiplied by $E_M+\hbar v\,\boldsymbol\sigma\cdot\mathbf p$, with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and $u(0)$ has $\langle\sigma_x\rangle=1$, $\langle\sigma_y\rangle=0$. In units of $V^2/(\hbar vG)$, with $\mathbf p=G(s,t)$, this is $(\tfrac12+s)/(\tfrac14-s^2-t^2)$. Five of the six waves give
\begin{align}
(s,t)=(\tfrac32,0):&\quad \frac{2}{1/4-9/4}=-1,\\
(s,t)=(1,\pm\tfrac{\sqrt3}2):&\quad \frac{3/2}{1/4-7/4}=-1\ \text{each},\\
(s,t)=(0,\pm\tfrac{\sqrt3}2):&\quad \frac{1/2}{1/4-3/4}=-1\ \text{each}.
\end{align}
The sixth wave, at $-\mathbf G/2$, holds the degenerate electron partner, which has zero overlap with $u(0)$. The whole amplitude goes into the hole state there, at energy $-E_M$. It contributes $V^2/(E_M+E_M)=V^2/(\hbar vG)$, or $+1$ in these units. The sum is $-5+1=-4$, so
\begin{equation}
\Delta E=-\frac{4V^2}{\hbar vG}=-\frac{2V^2}{E_M}
=-\frac{2\times10^2}{170.6}\ \mathrm{meV}=-1.17\ \mathrm{meV}.
\end{equation}
The partner wave shifts equally, since the degeneracy is protected. By (\ref{eh}) the hole crossing moves by $+1.17$ meV. The same relation turns the primary Dirac point at $V$ into the one at $-V$ with opposite energy, so its shift is odd in $V$ and has no second-order part. Both crossings therefore approach the primary point. Diagonalization puts them at $169.4$ and $-169.4$ meV from that point, in line with $170.6-1.2$.

The expansion rests on $|V|\ll E_M$, and here $V/E_M=0.059$. At fixed $V$ this ratio grows in proportion to $L$, so a long enough moire is no longer weak. The twofold degeneracy at $M$ then remains, but (\ref{EM}) no longer gives its energy.

\subsection*{6. Density and density of states}

Spin and valley give four electrons per $\mathbf k$ state. A bare cone filled to $E_M$ holds
\begin{equation}
n=4\,\frac{\pi(G/2)^2}{(2\pi)^2}=\frac{(G/2)^2}{\pi}=2.14\times10^{12}\ \mathrm{cm}^{-2}.
\end{equation}
Filling one whole miniband takes four electrons per moire cell of area $\sqrt3L^2/2=169.7$ nm$^2$, or $2.36\times10^{12}$ cm$^{-2}$. The first number is smaller because the circle of radius $G/2$ touches the edges of the hexagonal zone but leaves its corners empty. With the potential included, counting the diagonalized states up to the shifted crossing gives $2.15$ to $2.16\times10^{12}$ cm$^{-2}$ on both the electron and the hole side, about one percent above the bare value.

Those corners keep the density of states from vanishing at the crossing. On the zone edge, $q_\parallel=0$, the lower branch of (\ref{disp}) is $E_M+(\hbar vq_\perp^2-2|Vq_\perp|)/G$. It rises above $E_M$ again once $|q_\perp|>2|V|/(\hbar v)=0.03$ nm$^{-1}$, well before the corner at $G/(2\sqrt3)=0.15$ nm$^{-1}$. The first miniband therefore has other states at the crossing energy. Diagonalization on a $24\times24$ grid over the zone, with plane waves up to $3.2\,G$, shows the first and second electron minibands overlapping by 17.1 meV, and the corresponding hole minibands by 21.5 meV. A secondary Dirac crossing in this weak potential is a feature within a continuous spectrum, not an isolated neutrality point.

\subsection*{The model beside a real device}

The parameters are those of graphene aligned on hexagonal boron nitride, where the moire period is roughly 14 nm, $v$ is roughly $10^6$ m/s and the moire energies are roughly ten to a few tens of meV. The result is proportional to $v$: a velocity 10 percent higher, at the same $L$, would put $E_M$ at 188 meV. The departure of graphene's bands from a circular cone matters less. In a nearest-neighbour tight-binding model with the same $v$ and a lattice constant of 0.246 nm, the energy at $|\mathbf k|=G/2$ changes by at most 1.6 meV over all directions, and by about 0.02 meV at the $M$ points of an aligned moire. This warping does break $\Theta$: with $V=10$ meV the level at $M$ splits by about 0.1 meV, and the crossing moves about 0.001 nm$^{-1}$ along the zone edge without opening a gap. Temperature does not move the crossing in this model but blurs its effects: $k_BT$ is 0.34 meV at 4 K and 26 meV at 300 K, the latter larger than $V$. The cone itself is shallow: by (\ref{disp}) its lower branch falls only $V^2/(\hbar vG)\approx0.3$ meV below the crossing along the zone edge before turning up, which is already comparable to $k_BT$ at 4 K. The purely scalar potential is also a simplification: boron and nitrogen atoms differ, so the substrate can distinguish the two sublattices, as treated in the second variation. Lattice relaxation and electron interactions are left out. The overlap of minibands found in question 6 is a property of this weak scalar model. Aligned devices show resistance peaks near four carriers per moire cell, strongest on the hole side, which this model does not account for.

\section{Two variations}

\subsection*{A. What happens at the zone corners?}

The corner $\mathbf k_1=(2\mathbf b_1+\mathbf b_2)/3$ has, by (\ref{norm}), the length $G\sqrt{(4+1-2)/9}=G/\sqrt3$. Subtracting $\mathbf b_1$ or $\mathbf b_1+\mathbf b_2$ gives two more waves of the same length. The three vectors sum to zero, so they lie 120 degrees apart. Their common energy is
\begin{equation}
E_c=\frac{\hbar vG}{\sqrt3}=\frac{658.2\times0.5182}{1.732}\ \mathrm{meV}=196.9\ \mathrm{meV}.
\end{equation}
Number the waves by increasing angle. From (\ref{overlap}), the element from wave $n$ to wave $n+1$ is $\tfrac V2(1+e^{-2\pi i/3})=\tfrac V2e^{-i\pi/3}$. The cyclic amplitudes $c_n=e^{2\pi i\ell n/3}$ solve the $3\times3$ problem, with
\begin{equation}
E-E_c=\frac V2\Big[e^{-i\pi(1+2\ell)/3}+e^{i\pi(1+2\ell)/3}\Big]
=V\cos\frac{\pi(1+2\ell)}3 .
\end{equation}
For $\ell=0,1,2$ this gives $V/2$, $-V$ and $V/2$. To first order the electron levels are 186.9 meV and a pair at 201.9 meV; diagonalization gives 186.5 and 200.8 meV. The corner has its own degenerate pair, but about 30 meV above the crossing at $M$. For electrons with $V>0$ it joins the second and third minibands, not the first and second.

\subsection*{B. What if the moire distinguishes the sublattices?}

Add $m\,\sigma_z\sum_je^{i\mathbf G_j\cdot\mathbf r}$ with real $m$. Because $\Theta\sigma_z\Theta^{-1}=-\sigma_z$, the protection of question 3 is lost. At $M$ the new term couples the two waves by
\begin{equation}
m\,u^\dagger(\pi)\sigma_zu(0)=\frac m2\big[1-e^{-i\pi}\big]=m ,
\end{equation}
so the crossing splits by $2|m|$ to leading order. For $m=5$ meV that is 10 meV; diagonalization with $V=10$ meV kept gives 8.7 meV on the electron side, the difference being the higher orders. A moire modulation of the hopping acts through $\sigma_x$ and $\sigma_y$, which also change sign under $\Theta$, so it too can split the level at $M$. A splitting at $M$ is not always a gap. Number the $\mathbf G_j$ by increasing angle and take instead the sine-type term $im\,\sigma_z\sum_j(-1)^je^{i\mathbf G_j\cdot\mathbf r}$. On the zone edge its element between the two waves is $\pm im\,e^{i\delta}\cos\delta$, in phase with the scalar element $-iVe^{i\delta}\sin\delta$ from (\ref{sin}). The two cancel at $\tan\delta=\pm m/V$, so the crossing slides along the edge and stays gapless. For $m=2$ meV and $V=10$ meV diagonalization puts it 0.055 nm$^{-1}$ from $M$. A hopping term whose element at $M$ is imaginary likewise only moves the crossing. One whose element is real opens a gap, as the cosine-type $\sigma_z$ term does.

The sublattice splitting of 8.7 meV leaves each branch about 4.4 meV from their mean, or 2.6 percent of $E_M$. It need not produce a gap in the whole spectrum. At the zone corner the new term has the element $\tfrac m2(1-e^{-2\pi i/3})=\tfrac{\sqrt3}2m\,e^{i\pi/6}$ from wave $n$ to wave $n+1$, which adds $\sqrt3\,m\cos(\pi/6-2\pi\ell/3)$ to the levels of variation A. This is zero for $\ell=1$ and $\pm\tfrac32m$ for the other two. With $V=10$ meV and $m=5$ meV the lowest corner level is still the one with $\ell=1$, so to first order the first miniband reaches 186.9 meV there. To the same order the second miniband comes down to about 176 meV at $M$, so the two still overlap.

Numbers in the example were calculated in double precision.
